\section*{GIAO Hartree-Fock proton shielding of H2 in a minimal s basis}

\section*{Problem}

An H$_2$ molecule has protons A and B with bond length $R=1.4$ bohr. The bond vector from A to B is $R\hat{\mathbf z}$. Each proton carries one contracted 1s Gaussian function (STO-3G),
\[
\chi=\sum_i c_i e^{-a_i r^2},\qquad
\begin{array}{c|ccc}
a_i\ (\text{bohr}^{-2}) & 3.425251 & 0.623914 & 0.168855\\
c_i\ (\text{a.u.}) & 0.276934 & 0.267839 & 0.083474
\end{array}
\]
with normalization included in $c_i$. The electrons are treated by closed-shell Hartree-Fock theory with gauge-including atomic orbitals (GIAOs).

\begin{enumerate}
\item[(a)] Find the first derivatives of all integrals, and of the density matrix, with respect to a uniform field $\mathbf B$.
\item[(b)] Find the derivatives involving the magnetic moment $\mathbf m$ of proton A, and evaluate its shielding tensor.
\item[(c)] Show that the tensor does not change when the molecule is translated. Compare with field-independent orbitals for the displacement $\mathbf t=(3,-2,5)$ bohr.
\end{enumerate}

\section*{Solution}

\subsection*{Conventions}

Atomic units are used; the electron charge is $-1$. The gauge origin is the fixed coordinate origin. With $\mathbf r_\nu=\mathbf r-\mathbf R_\nu$, the one-electron Hamiltonian is
\[
h=\tfrac12(\mathbf p+\mathbf A)^2+V,\qquad
\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\frac{\mathbf m\times\mathbf r_A}{r_A^3},
\]
where $V$ is the attraction to the protons and $\alpha$ the fine-structure constant. Spin terms drop out for a closed shell. The interaction energy $-\mathbf m\cdot(1-\sigma)\mathbf B$ defines $\sigma_{ab}=\partial^2E/\partial m_a\partial B_b$ at zero field and moment, $E$ being the electronic energy. The GIAOs are
\[
\omega_\mu=e^{-i\boldsymbol\Lambda_\mu\cdot\mathbf r}\chi_\mu,\qquad \boldsymbol\Lambda_\mu=\tfrac12\mathbf B\times\mathbf R_\mu .
\]
Differentiating the phase gives $\mathbf p\,\omega_\nu=e^{-i\boldsymbol\Lambda_\nu\cdot\mathbf r}(\mathbf p-\boldsymbol\Lambda_\nu)\chi_\nu$. Hence
\begin{equation}
(\mathbf p+\tfrac12\mathbf B\times\mathbf r)\,\omega_\nu=e^{-i\boldsymbol\Lambda_\nu\cdot\mathbf r}\,\boldsymbol\pi_\nu\chi_\nu,\qquad
\boldsymbol\pi_\nu=\mathbf p+\tfrac12\mathbf B\times\mathbf r_\nu. \label{pi}
\end{equation}
A matrix element retains the phase $e^{i(\boldsymbol\Lambda_\mu-\boldsymbol\Lambda_\nu)\cdot\mathbf r}$, whose exponent is
\begin{equation}
\tfrac i2(\mathbf B\times\mathbf R_{\mu\nu})\cdot\mathbf r=\tfrac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r),\qquad \mathbf R_{\mu\nu}=\mathbf R_\mu-\mathbf R_\nu. \label{phase}
\end{equation}

\subsection*{(a) Derivatives with respect to the field}

At $\mathbf m=0$, since $\nabla\cdot(\mathbf B\times\mathbf r_\nu)=0$,
\[
\tfrac12\pi_\nu^2=\tfrac12p^2+\tfrac12\mathbf B\cdot(\mathbf r_\nu\times\mathbf p)+O(B^2).
\]
The linear term annihilates $\chi_\nu$, because the gradient of an s function is parallel to $\mathbf r_\nu$. What remains is the derivative of the phase. With $h_0=\frac12p^2+V$,
\[
S^{\mathbf B}_{\mu\nu}=\tfrac i2\langle\chi_\mu|\mathbf R_{\mu\nu}\times\mathbf r|\chi_\nu\rangle,\qquad
h^{\mathbf B}_{\mu\nu}=\tfrac i2\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)\,h_0|\chi_\nu\rangle .
\]
Let $\mathbf C$ be any point on the bond axis. The vector $\mathbf r-\mathbf C$ has a part along the axis, which gives no cross product with $\mathbf R_{\mu\nu}$, and a transverse part. The transverse part changes sign under a rotation by $\pi$ about the axis, whereas $\chi_\mu\chi_\nu$ and $\chi_\mu h_0\chi_\nu$ do not, so it integrates to zero. In the two-electron integrals both electrons are rotated together, which preserves $r_{12}$. Thus
\begin{equation}
\begin{aligned}
S^{\mathbf B}_{\mu\nu}&=i\boldsymbol\theta_{\mu\nu}S_{\mu\nu},\qquad
h^{\mathbf B}_{\mu\nu}=i\boldsymbol\theta_{\mu\nu}h_{\mu\nu},\qquad
\boldsymbol\theta_{\mu\nu}=\tfrac12\mathbf R_{\mu\nu}\times\mathbf C,\\
(\mu\nu|\lambda\kappa)^{\mathbf B}&=i(\boldsymbol\theta_{\mu\nu}+\boldsymbol\theta_{\lambda\kappa})(\mu\nu|\lambda\kappa).
\end{aligned}\label{first}
\end{equation}

At zero field the occupied orbital is $(\chi_A+\chi_B)/\sqrt{2(1+S)}$, with $S=S_{AB}$. For an occupied orbital $\sum_\mu c_\mu\omega_\mu$ the density matrix is defined as $P_{\mu\nu}=2c_\mu c_\nu^*$, so that the one-electron energy is $\sum P_{\nu\mu}h_{\mu\nu}$. At zero field this gives $P_{\mu\nu}=1/(1+S)$ for all four elements.

Since $\boldsymbol\theta_{\mu\nu}=\boldsymbol\theta_\mu-\boldsymbol\theta_\nu$ with $\boldsymbol\theta_\mu=\frac12\mathbf R_\mu\times\mathbf C$, equation \eqref{first} is the first-order form of a change of basis by the diagonal phases $e^{i\mathbf B\cdot\boldsymbol\theta_\mu}$. Each matrix becomes $UXU^\dagger$ with $U_{\mu\mu}=e^{i\mathbf B\cdot\boldsymbol\theta_\mu}$, so the coefficients become $c_\mu e^{i\mathbf B\cdot\boldsymbol\theta_\mu}$ and the density follows:
\begin{equation}
P^{\mathbf B}_{\mu\nu}=i\boldsymbol\theta_{\mu\nu}P_{\mu\nu}. \label{PB}
\end{equation}
This also respects self-consistency. In the Coulomb matrix $\sum(\mu\nu|\lambda\kappa)P_{\kappa\lambda}$ the phases of $\lambda$ and $\kappa$ cancel, and in the exchange matrix $\sum(\mu\kappa|\lambda\nu)P_{\kappa\lambda}$ they cancel too, leaving $\boldsymbol\theta_{\mu\nu}$ in both. No iterative coupled-perturbed calculation is needed.

If the axis passes through the origin, one may take $\mathbf C=0$ and all these derivatives vanish. If A is moved from the origin to $\mathbf t$, take $\mathbf C=\mathbf t$:
\[
\boldsymbol\theta_{AB}=-\tfrac R2\hat{\mathbf z}\times\mathbf t=\tfrac R2(t_y,-t_x,0)=(-1.4,-2.1,0).
\]
For $B_y$ the factor is $-2.1i$, or $-4.2i$ when both pairs are AB:
\[
\begin{array}{c|cc}
 & \text{zero field} & \partial/\partial B_y\\ \hline
S_{AB} & 0.6593 & -1.3846\,i\\
h_{AB} & -0.9584 & 2.0126\,i\\
(AA|AB) & 0.4441 & -0.9326\,i\\
(AB|AB) & 0.2970 & -1.2475\,i\\
P_{AB} & 0.6027 & -1.2656\,i
\end{array}
\]
By symmetry $(BB|AB)=(AA|AB)$. Reversing a single pair AB reverses its $\boldsymbol\theta$. The derivatives of $S_{\mu\mu}$, $h_{\mu\mu}$, $(AA|AA)$, $(AA|BB)$ and $(AB|BA)$ vanish.

\subsection*{(b) The moment and the shielding tensor}

The basis functions $\omega_\mu$, and with them the overlap and two-electron integrals, do not depend on $\mathbf m$. The molecular-orbital coefficients may depend on it, but with a fixed overlap matrix their change preserves orthonormality, and the Hartree-Fock energy is stationary under such changes. Therefore $\partial E/\partial m_a=\sum P_{\nu\mu}\,\partial h_{\mu\nu}/\partial m_a$ at every $\mathbf B$. A further derivative gives
\begin{equation}
\sigma_{ab}=\sum_{\mu\nu}P_{\nu\mu}h^{m_aB_b}_{\mu\nu}+\sum_{\mu\nu}P^{B_b}_{\nu\mu}h^{m_a}_{\mu\nu}. \label{sigma}
\end{equation}
These are the direct and response terms. The nuclear vector potential has no divergence, and $(\mathbf m\times\mathbf r_A)\cdot\mathbf v=\mathbf m\cdot(\mathbf r_A\times\mathbf v)$. With \eqref{pi} and \eqref{phase},
\begin{equation}
\frac{\partial h_{\mu\nu}}{\partial m_a}\bigg|_{\mathbf m=0}=\alpha^2\Big\langle\chi_\mu\Big|e^{\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)}\frac{(\mathbf r_A\times\boldsymbol\pi_\nu)_a}{r_A^3}\Big|\chi_\nu\Big\rangle. \label{hm}
\end{equation}

At $\mathbf B=0$ the integrand contains $\mathbf r_A\times\nabla\chi_\nu$, proportional to $\mathbf r_A\times\mathbf r_\nu=\mathbf r_A\times(\mathbf R_A-\mathbf R_\nu)$. This is linear in the transverse part of $\mathbf r_A$ and integrates to zero by the rotation argument. So $h^{m_a}_{\mu\nu}=0$, and the response term vanishes even where $P^{\mathbf B}$ does not. The argument applies when every basis function is symmetric about one axis through the shielded nucleus. With off-axis centres, or p functions transverse to the axis, $h^{m_a}$ need not vanish: $p_x$ and $p_y$ on A, for example, are coupled by the $z$ component of $\mathbf r_A\times\mathbf p$.

For the direct term use $\mathbf r_A\times(\mathbf B\times\mathbf r_\nu)=\mathbf B(\mathbf r_A\cdot\mathbf r_\nu)-\mathbf r_\nu(\mathbf r_A\cdot\mathbf B)$. The phase contributes $\frac i2(-i)=\frac12$. Writing $h^{m_aB_b}_{\mu\nu}=\alpha^2M^{\mu\nu}_{ab}$,
\begin{equation}
M^{\mu\nu}_{ab}=\tfrac12\Big\langle\chi_\mu\Big|\frac{\mathbf r_A\cdot\mathbf r_\nu\,\delta_{ab}-r_{\nu,a}r_{A,b}}{r_A^3}+\frac{(\mathbf R_{\mu\nu}\times\mathbf r)_b(\mathbf r_A\times\nabla)_a}{r_A^3}\Big|\chi_\nu\Big\rangle. \label{M}
\end{equation}
The last term vanishes for $\mu=\nu$. It also vanishes for $\nu=A$, since $\mathbf r_A\times\nabla\chi_A=0$. The element with $\mu=A$, $\nu=B$ equals that with $\mu=B$, $\nu=A$, because the matrix is Hermitian and the latter is real. The gradient integral is therefore never needed.

Now measure $x,y,z$ from A, put $r=r_A$, and let $\langle\cdot\rangle$ denote integration with the pair density. Axial symmetry gives $\langle x^2/r^3\rangle=\langle y^2/r^3\rangle$ and removes off-diagonal components. For AA and AB, $\mathbf r_\nu=\mathbf r_A$; for BB, $\mathbf r_\nu=\mathbf r_A-R\hat{\mathbf z}$. Hence
\begin{align*}
M_\parallel&=\tfrac12\langle(x^2+y^2)/r^3\rangle=\langle x^2/r^3\rangle &&\text{(all pairs)},\\
M_\perp&=\tfrac12\big(\langle1/r\rangle-\langle x^2/r^3\rangle\big) &&\text{(AA, AB)},\\
M_\perp&=\tfrac12\big(\langle1/r\rangle-\langle x^2/r^3\rangle-R\langle z/r^3\rangle\big) &&\text{(BB)}.
\end{align*}

Two primitives with exponents $a,b$, whose centres are a distance $D$ apart, multiply to $Ke^{-p|\mathbf r-\mathbf P|^2}$, where $p=a+b$ and $K=e^{-abD^2/p}$. The point $\mathbf P$ lies on the axis at distance $d$ from A: $d=0$ for AA, $d=R$ for BB, and $d=bR/p$ for AB with $b$ on B. Use
\[
\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2r^2}du,\qquad
\frac1{r^3}=\frac4{\sqrt\pi}\int_0^\infty u^2e^{-u^2r^2}du .
\]
With $q=p+u^2$, completing the square gives a Gaussian of exponent $q$, volume $(\pi/q)^{3/2}$, centre $z=pd/q$, mean $x^2=1/(2q)$ and prefactor $e^{-pu^2d^2/q}$. Substitute $t^2=u^2/q$, so that
\[
u^2=\frac{pt^2}{1-t^2},\qquad q=\frac p{1-t^2},\qquad du=\frac{\sqrt p\,dt}{(1-t^2)^{3/2}} .
\]
Then $q^{-3/2}du=dt/p$, $u^2q^{-5/2}du=t^2dt/p$ and $u^2q^{-3/2}(pd/q)\,du=d\,t^2dt$. With $T=pd^2$ and $F_n=\int_0^1t^{2n}e^{-Tt^2}dt$, each primitive pair gives
\[
\Big\langle\frac1r\Big\rangle=\frac{2\pi K}pF_0,\qquad
\Big\langle\frac{x^2}{r^3}\Big\rangle=\frac{2\pi K}pF_1,\qquad
\Big\langle\frac z{r^3}\Big\rangle=4\pi KdF_1 .
\]
For BB, $d=R$ and $\frac12R\cdot4\pi RF_1=(\pi/p)\,2TF_1$. Integration by parts gives $2TF_1=F_0-e^{-T}$. Therefore
\begin{equation}
M_\parallel=\frac{2\pi K}pF_1,\qquad
M_\perp=\frac{\pi K}p\times
\begin{cases}F_0-F_1&\text{(AA, AB)}\\ e^{-T}-F_1&\text{(BB)}\end{cases} \label{closed}
\end{equation}
to be summed over primitives with weights $c_ic_j$.

For AA, $T=0$, $F_0=1$ and $F_1=\frac13$, so both components equal $\frac13\langle1/r\rangle$, the Lamb result for an atom. For BB the trace is $\langle1/r\rangle-R\langle z/r^3\rangle=(2\pi K/p)e^{-T}$. A spherical shell of density about B with radius less than $R$ contributes in proportion to $1/R-R/R^2=0$, so only density farther from B than A is contributes. At large $R$ the trace dies off as a Gaussian, while $F_1\to\sqrt\pi/(4T^{3/2})$ leaves a traceless $R^{-3}$ tensor with $M_\perp=-\frac12M_\parallel$.

As a sample, the six distinct primitive pairs in AA give
\[
M^{AA}=\frac{2\pi}3\sum_{ij}\frac{c_ic_j}{a_i+a_j}=2.0944\times0.1952=0.4089 .
\]
The conversion factor is $\alpha^2/(1+S)=53.2514\times0.602657=32.092$ ppm. It multiplies $M^{AA}$, $2M^{AB}$ and $M^{BB}$:
\[
\begin{array}{c|cc|cc}
 & M_\parallel & M_\perp & \sigma_\parallel\ (\text{ppm}) & \sigma_\perp\ (\text{ppm})\\ \hline
AA & 0.4089 & 0.4089 & 13.12 & 13.12\\
AB & 0.1733 & 0.2121 & 11.12 & 13.61\\
BB & 0.1216 & 0.0259 & 3.90 & 0.83\\ \hline
\text{sum} & & & 28.15 & 27.56
\end{array}
\]
Thus
\[
\sigma=\operatorname{diag}(27.56,\,27.56,\,28.15)\ \text{ppm},\qquad
\sigma_{\rm iso}=\tfrac13(\sigma_\parallel+2\sigma_\perp)=27.76\ \text{ppm}.
\]
The anisotropy, $0.59$ ppm, is the remainder of $-2.49$ ppm from AB and $+3.07$ ppm from BB. These digits characterize this model, which omits p functions, electron correlation and vibration. They are neither the Hartree-Fock limit nor an experimental prediction. In the large aug-cc-pVQZ basis, coupled Hartree-Fock theory at the same bond length gives about $\sigma_\perp=25.8$, $\sigma_\parallel=27.8$ and $\sigma_{\rm iso}=26.5$ ppm. The isotropic value drops by $1.3$ ppm and the anisotropy rises from $0.59$ to $2.0$ ppm, so the split into AB and BB parts describes the minimal basis only.

\subsection*{(c) Translation}

Move every nucleus and orbital centre by $\mathbf t$, keeping the gauge origin fixed, and substitute $\mathbf r=\mathbf r'+\mathbf t$. In \eqref{pi} and \eqref{hm} everything except the phase depends on positions relative to the nuclei. The phase gains
\[
e^{i\mathbf B\cdot\boldsymbol\tau_{\mu\nu}},\qquad
\boldsymbol\tau_{\mu\nu}=\tfrac12\mathbf R_{\mu\nu}\times\mathbf t=\boldsymbol\tau_\mu-\boldsymbol\tau_\nu,\qquad
\boldsymbol\tau_\mu=\tfrac12\mathbf R_\mu\times\mathbf t .
\]
Two-electron integrals gain one such factor per pair. All matrices are thus transformed by the same diagonal unitary matrix with elements $e^{i\mathbf B\cdot\boldsymbol\tau_\mu}$. The Hartree-Fock equations keep their solutions in the new phases, and $E$ is unchanged to first order in $\mathbf m$, the order that enters the shielding. (The $m^2$ term of a point dipole behaves as $1/r_A^4$ and has no finite expectation value here.) The invariance holds at any field strength and for any GIAO basis, since no property of s functions was used. The shielding, a derivative of $E$, is invariant.

In \eqref{sigma} the direct term changes by $\sum P_{\nu\mu}\,i\tau_{\mu\nu,b}\,h^{m_a}_{\mu\nu}$. The response term changes by $\sum i\tau_{\nu\mu,b}P_{\nu\mu}h^{m_a}_{\mu\nu}$, which is the opposite because $\boldsymbol\tau_{\nu\mu}=-\boldsymbol\tau_{\mu\nu}$. For H$_2$ both changes vanish. Equilateral H$_3^+$ with side $1.7$ bohr, lying in the $xz$ plane, has an off-axis centre and nonzero $h^{m}$. Its $yy$ component in the same kind of basis shows the cancellation:
\[
\begin{array}{c|ccc}
\text{(ppm)} & \text{direct} & \text{response} & \text{total}\\ \hline
\text{A at origin} & 23.01 & -2.94 & 20.07\\
\text{moved by }\mathbf t & 40.49 & -20.42 & 20.07
\end{array}
\]

The split into direct and response parts depends on the origin. With the origin at the centroid, the threefold symmetry fixes the occupied orbital in a field along $y$, so the response term is zero and the direct term is the whole $20.07$ ppm; both response entries in the table are therefore pure phase effects. The total is a minimal-basis value: field-independent aug-cc-pVTZ orbitals give $18.3$ to $18.6$ ppm, for the origin at the centroid and at A.

With field-independent orbitals the phase is absent and $\boldsymbol\pi_\nu$ is replaced by $\mathbf p+\frac12\mathbf B\times\mathbf r$. The integrals $h^{m}$ are still zero for H$_2$ in this basis, so no response can compensate a shift $\mathbf r\to\mathbf r+\mathbf t$ in the direct term:
\[
\Delta\sigma_{ab}=\frac{\alpha^2}2\big[(\mathbf t\cdot\boldsymbol{\mathcal E})\delta_{ab}-t_a\mathcal E_b\big],\qquad
\boldsymbol{\mathcal E}=\sum_{\mu\nu}P_{\nu\mu}\langle\chi_\mu|\mathbf r_A/r_A^3|\chi_\nu\rangle=0.4605\,\hat{\mathbf z}.
\]
For the given displacement,
\begin{align*}
\Delta\sigma_{xx}&=\tfrac12(53.2514)(5)(0.4605)=61.3\ \text{ppm},\\
\Delta\sigma_{xz}&=-\tfrac12(53.2514)(3)(0.4605)=-36.8\ \text{ppm}.
\end{align*}
The component $\sigma_{xx}$ goes from $35.3$ ppm with A at the origin to $96.6$ ppm, while $\sigma_{zz}$ stays at $28.1$ ppm because its two terms cancel. In bases with transverse p functions the response term does compensate in part: the same shift of $\sigma_{xx}$ is $13.2$ ppm in cc-pVDZ, $5.2$ ppm in cc-pVTZ and $0.7$ ppm in aug-cc-pVQZ.

A self-consistent calculation in a small finite field, with the moment operator integrated on a spatial grid, reproduces the GIAO tensor at both positions. The two finite-field tensors differ by less than $10^{-5}$ ppm.

\section*{Computed values}
\begin{verbatim}
bond length R = 1.4 bohr; alpha^2 = 53.2514 ppm
translation = [ 3. -2.  5.] bohr
exponent 3.425251 bohr^-2, contraction 0.154329, with norm 0.276934 a.u.
exponent 0.623914 bohr^-2, contraction 0.535328, with norm 0.267839 a.u.
exponent 0.168855 bohr^-2, contraction 0.444635, with norm 0.083474 a.u.
overlap S_AB = 0.659318
density element 1/(1+S) = 0.602657
core h_AA, h_AB = -1.120409, -0.958380 hartree
(AA|AA), (AA|BB) = 0.774606, 0.569676 hartree
(AA|AB), (AB|AB) = 0.444108, 0.297029 hartree
theta_AB after translation (x, y, z) = -1.4000, -2.1000, 0.0000 a.u.
imaginary parts of d/dB_y after translation, a.u.:
  S_AB -1.38457; h_AB 2.01260; P_AB -1.26558
  (AA|AB) -0.93263; (AB|AB) -1.24752; (AB|BA) 0.00000
largest moment integral h^m/alpha^2 = 2.9e-17 a.u.
M_AA: parallel 0.408871, perpendicular 0.408871 a.u.
M_AB: parallel 0.173313, perpendicular 0.212052 a.u.
M_BB: parallel 0.121562, perpendicular 0.025851 a.u.
trace of M_BB (penetration) = 0.173265 a.u.
AA part: parallel 13.1216, perpendicular 13.1216 ppm
AB+BA part: parallel 11.1240, perpendicular 13.6105 ppm
BB part: parallel 3.9012, perpendicular 0.8296 ppm
sigma parallel = 28.1469 ppm
sigma perpendicular = 27.5617 ppm
sigma isotropic = 27.7568 ppm
anisotropy parallel - perpendicular = 0.5852 ppm
finite field GIAO home: xx 27.5617, yy 27.5617, zz 28.1469 ppm
finite field GIAO moved: xx 27.5617, yy 27.5617, zz 28.1469 ppm
largest GIAO tensor change on translation = 4.3e-13 ppm
electronic sum E_z = 0.460511 a.u.
plain orbitals home: xx 35.273, zz 28.147, xz 0.000, yz -0.000 ppm
plain orbitals moved: xx 96.580, zz 28.147, xz -36.784, yz 24.523 ppm
predicted plain drift: xx 61.307, xz -36.784, yz 24.523 ppm
H3+ side = 1.7 bohr, yy element:
  home: direct 23.013, response -2.942, total 20.071 ppm
  moved: direct 40.491, response -20.420, total 20.071 ppm
largest H3+ tensor change on translation = 4.8e-13 ppm
\end{verbatim}
